# Time lag and steady flux in films with nonsorbing flakes

**Q:** I have a coating filled with aligned glass flakes. Nielsen's formula says that the flakes cut its steady oxygen permeability by a factor of eight. A steady measurement takes weeks, so I want to measure the time lag instead. If the barrier is eight times better, the gas should arrive eight times later, and either measurement gives the same improvement factor.

**A:** Let us fix what each measurement gives. The film has area $A$ and thickness $l$ and is empty at the start. From $t=0$ the polymer at the upstream face is held at concentration $C_0$, and at the downstream face at zero. Sorption is linear, $C_0=Sp$, with solubility $S$ and gas pressure $p$. The flakes neither dissolve nor conduct the gas. After a long time the released amount $M(t)$ approaches a straight line,

$$M(t)\to J\,(t-\theta).$$

The slope $J$ is the steady rate, which gives the permeability. The intercept $\theta$ on the time axis is the time lag. I define two factors relative to an unfilled film of the same polymer and thickness:

$$R=\frac{J_{\rm plain}}{J_{\rm filled}},\qquad \Lambda=\frac{\theta_{\rm filled}}{\theta_{\rm plain}} .$$

You are claiming $\Lambda=R$. How do you get $R=8$?

**Q:** The flakes have thickness $W=5$ µm and width $L=200$ µm, so the aspect ratio is $a=L/W=40$. Their volume fraction is $f=0.25$. A straight line through the film lies inside flakes over a length $fl$, and each flake takes up a length $W$ of it, so the line meets $N=fl/W$ flakes. A molecule that lands on the middle of a flake must go sideways by $L/2$ to get round it. The path is therefore

$$l+N\frac L2=l+\frac{fl}{W}\frac L2=l\left(1+\frac{af}{2}\right)\equiv\tau l .$$

Nielsen's permeability is

$$\frac{P}{P_0}=\frac{1-f}{\tau},\qquad\text{so}\qquad R=\frac{\tau}{1-f}=\frac{6}{0.75}=8 .$$

**A:** The path count is a reasonable estimate when the openings are narrow and each faces the middle of the next flake. It adds the downward and sideways distances. Cutting diagonally across the gaps would make the path about 12 % shorter for your flakes. The step from path length to permeability is a modelling assumption, and we shall have to come back to it. For now take $R=8$ as given. Before we treat flakes, try a simpler obstacle: impermeable pillars that run straight through the film from face to face and fill a fraction $f$ of it. What are $R$ and $\Lambda$?

**Q:** The gas moves in the polymer between the pillars, parallel to their walls. The open area is $(1-f)A$, so the flux falls and $R=1/(1-f)$. But each strip of polymer behaves just like the plain film, so the lag doesn't change. $\Lambda=1$.

**A:** So there is already one case in which the two factors differ. The pillars remove conducting area and storage volume in the same proportion. The steady flux notices the first loss. The lag depends on how much gas must be stored compared with how fast it is supplied, and there the two losses cancel.

**Q:** Pillars are special, because they cause no detour. With flakes the gas winds about, and I don't see why the same cancellation should survive.

**A:** Then we need the lag for obstacles of any shape. In the polymer the concentration obeys $\partial c/\partial t=D\nabla^2c$, and no gas crosses the flake surfaces or the sides of the film. Let $u$ be the steady profile divided by $C_0$. It satisfies $\nabla^2u=0$, with $u=1$ upstream, $u=0$ downstream, and zero normal derivative on the flakes and sides. With $\partial_n$ the derivative along the outward normal, define the conductance

$$G=D\int_{\rm up}\partial_n u\,dS ,$$

which is positive because $u$ rises towards the upstream face. The steady rate is $J=GC_0$.

Now weight the stored gas with $w=1-u$, which also satisfies $\nabla^2w=0$. Green's identity gives

$$\frac{d}{dt}\int wc\,dV=D\int w\nabla^2c\,dV=D\oint\left(w\,\partial_nc-c\,\partial_nw\right)dS .$$

The volume term with $c\nabla^2w$ is absent because it vanishes. Flakes and sides contribute nothing, since both normal derivatives are zero there. That leaves the two faces.

- Upstream, $w=0$ and $c=C_0$. The contribution is $-DC_0\int\partial_nw\,dS=+DC_0\int\partial_nu\,dS=GC_0$.
- Downstream, $w=1$ and $c=0$. The contribution is $D\int\partial_nc\,dS=-dM/dt$, because gas leaves down the gradient.

Integrating from the empty film at $t=0$,

$$M(t)=GC_0\,t-\int(1-u)\,c\,dV .$$

At long times $c\to C_0u$. Comparison with $M\to GC_0(t-\theta)$ gives

$$\theta=\frac1G\int u(1-u)\,dV ,$$

where the integral runs over the polymer alone.

**Q:** So the numerator is a kind of storage and the denominator is the conductance. For the plain film $u=1-x/l$ and $G_0=DA/l$, and

$$\int u(1-u)\,dV=A\int_0^l\left(1-\frac xl\right)\frac xl\,dx=Al\left(\frac12-\frac13\right)=\frac{Al}{6}.$$

That returns the familiar $\theta_0=l^2/(6D)$. But with flakes I don't know $u$.

**A:** You don't need its details if the film contains many layers that are alike and evenly spaced. Across a single layer $u$ then changes little, and on the scale of the film it follows $1-x/l$. The polymer occupies a fraction $1-f$ of every slice that spans a few layers, so

$$\int u(1-u)\,dV\to(1-f)\frac{Al}{6}.$$

By the definition of $R$ the conductance is $G=G_0/R=DA/(lR)$. Therefore

$$\theta=\frac{lR}{DA}\,(1-f)\frac{Al}{6}=(1-f)R\,\frac{l^2}{6D},\qquad\text{that is}\qquad \Lambda=(1-f)R .$$

Now insert your $R$.

**Q:** $R=\tau/(1-f)$ gives $\Lambda=\tau=1+af/2$. So the lag grows by six and not by eight. The factor $1-f$ has dropped out, as it did for the pillars.

**A:** You can see the same thing in the averaged diffusion equation. Per unit volume of film, the stored gas is $(1-f)c$, and the conductivity is $D(1-f)/\tau$ by Nielsen's formula:

$$(1-f)\frac{\partial c}{\partial t}=\frac{D(1-f)}{\tau}\frac{\partial^2c}{\partial x^2}.$$

Dividing by $1-f$ leaves an effective diffusivity $D/\tau$. The permeability is the product of this diffusivity and the film's solubility $(1-f)S$. The lag contains the diffusivity alone.

**Q:** I have an objection from the other side. You say the path is $\tau$ times longer. The time to diffuse a distance grows with its square, so the lag should be $(\tau l)^2/(6D)$. That is a factor of 36, not 6.

**A:** Follow that picture through for the flux as well. Replace the winding polymer by a uniform tube of length $\tau l$. It must hold the same polymer volume, $(1-f)Al$, so its cross-section is $(1-f)A/\tau$. Its steady rate is

$$J=DC_0\,\frac{(1-f)A/\tau}{\tau l}=\frac{1-f}{\tau^2}\,\frac{DAC_0}{l}.$$

The longer path lowers the gradient, and at fixed volume it also narrows the tube. Hence $R=\tau^2/(1-f)=36/0.75=48$, while $\Lambda=\tau^2=36$.

**Q:** So the tube has a lag factor of 36, but its flux isn't Nielsen's flux. I was taking the lag from one model and the flux from another.

**A:** Yes. Within each model the ratio $\Lambda/R$ is $0.75=1-f$. If you accept Nielsen's $R=8$, the lag factor that belongs to it is 6.

**Q:** That makes me doubt Nielsen's formula itself. Which is right for real flakes, 8 or 48?

**A:** The two numbers $a$ and $f$ do not decide it, because the arrangement matters. Take long parallel ribbons with your cross-section, 200 µm by 5 µm, separated in each layer by slits of 50 µm, with a layer every 16 µm. The flake fraction is $200\times5/(250\times16)=0.25$, as in your coating. Displace every second layer sideways by some shift. I solved the diffusion equation numerically for 62 such layers, a film 992 µm thick, and found the lag from the released amount as a function of time:

| Shift (µm) | $R$ | $\Lambda$ | $\Lambda/R$ |
|---|---|---|---|
| 0 | 4.8 | 3.6 | 0.750 |
| 25 | 7.5 | 5.6 | 0.747 |
| 60 | 32 | 24 | 0.741 |
| 125 | 64 | 47 | 0.739 |

The finite mesh makes $R$ and $\Lambda$ too high by about 2 to 5 %, but it changes their ratio by less than 0.001. With no shift the slits line up and the gas can go straight down. At 125 µm each slit faces the middle of the next ribbon. The reduction $R$ changes more than tenfold at fixed $a$ and $f$, so Nielsen's $\tau$ is a rough estimate and not a consequence of those two numbers. A shift of 25 µm happens to come near his value. The ratio of the two factors hardly moves.

**Q:** Strange that the fully staggered case, which is the one Nielsen's path count describes, is furthest from his permeability.

**A:** It is closer to your tube. Between the layers the gas must run sideways through gaps only 11 µm high, so the path is long and the channel is narrow as well. Nielsen's permeability includes the length but not this narrowing.

**Q:** The ratio does drift, though, from 0.750 to 0.739. Is that numerical error?

**A:** It comes from the two faces of the film. In the staggered case nearly all the concentration drop occurs in the gaps between neighbouring layers. With $n$ layers there are $n-1$ such gaps. The polymer outside the first and last layers stays close to $u=1$ or $u=0$, and adds almost nothing to $\int u(1-u)\,dV$.

Let the profile be linear over a length $l-e$ and flat over the remaining length $e$. The integral becomes $(1-f)A(l-e)/6$. With $G=DA/(lR)$ as before, where $R$ is now the actual reduction of this finite film,

$$\theta=(1-f)R\,\frac{l(l-e)}{6D},\qquad \frac{\Lambda}{R}=(1-f)\left(1-\frac el\right).$$

If one layer's share is lost, $e/l=1/62$ and the ratio is $0.75\times0.984=0.738$, close to the 0.739 found.

The length $e$ can also be obtained from steady fluxes alone. The flat parts offer no resistance, so $R_n=R_\infty(1-e/l)$, and since $e/l$ varies as $1/n$, the product $nR_n$ grows by $R_\infty$ with each added layer. Comparing 31 with 62 layers gives $R_\infty$, and then a predicted ratio of 0.739 for the staggered film. Extrapolating the computed lag ratios themselves to an endless stack gives 0.750 to 0.751 for the four shifts, within about 0.1 % of $1-f$.

**Q:** Then for a film with very few layers the rule must fail.

**A:** It does. For the 125 µm shift, ten layers give $\Lambda/R=0.68$, which the face correction still explains, since $0.75\times0.9=0.675$. Two layers give 0.31. The concentration then falls almost entirely within one gap, and a linear profile across the film means little. The formula with $\int u(1-u)\,dV$ still holds, but you have to know $u$.

**Q:** My coating is 1 mm thick, so at this spacing I have about sixty layers. What would I measure?

**A:** Take rough round values for oxygen in an epoxy near room temperature: $D=10^{-8}$ cm²/s and $S=10^{-3}$ cm³(STP)/(cm³ cmHg). The plain film has

$$P_0=DS=10^{-11}\ \frac{\text{cm}^3(\text{STP})\,\text{cm}}{\text{cm}^2\,\text{s}\,\text{cmHg}}=0.1\ \text{Barrer},$$

$$\theta_0=\frac{(0.1\ \text{cm})^2}{6\times10^{-8}\ \text{cm}^2/\text{s}}=1.67\times10^5\ \text{s}=46.3\ \text{h}.$$

With Nielsen's flux the filled film has $P=0.1/8=0.0125$ Barrer and $\theta=6\times46.3=278$ h, or 11.6 days. Under 16 cmHg of oxygen, roughly its pressure in air, the steady flux falls from 1.38 to 0.17 cm³(STP)/(m² day).

**Q:** And under my original plan I would have measured a lag factor of 6 and reported $0.1/6=0.0167$ Barrer.

**A:** That is 33 % above the model's true permeability, because the error factor is $1/(1-f)=1.33$. In the other direction, predicting the lag from the flux would give $8\times46.3=370$ h instead of 278 h. The size of the mistake depends on $f$ and not on the detour. For thin platelets at $f=0.05$ it is $1/0.95$, about 5 %, even if $af$ is large. In the limit $f\to0$ at fixed $af$ the two factors coincide in the averaged model. In a film with a finite number of layers the face correction $1-e/l$ remains, up to about one layer's share.

**Q:** Can I still get the permeability from the lag?

**A:** Yes, if you use the solubility of the filled film:

$$P=(1-f)S\,\frac{l^2}{6\theta}=0.75\times10^{-3}\times\frac{0.01}{6\times10^{6}}=1.25\times10^{-12},$$

in the units used above for $P_0$, with $\theta=10^6$ s. That is 0.0125 Barrer, as it should be. You save less time than you may hope, however. The lag is the intercept of the late straight line, so you must wait until the flux is nearly steady. In the averaged Nielsen film it has reached 98.6 % of its final value after three lags, which is 35 days here.

**Q:** Suppose I measure both quantities, and find that the lag and the flux do change by the same factor. Would that disprove the argument?

**A:** First look for air in the coating. The factor $1-f$ is the storage capacity of the filled film relative to the plain one. Anything else that stores gas changes it. At 298 K and 1 cmHg, a cubic centimetre of gas space holds

$$\frac1{76}\times\frac{273.15}{298.15}=0.01205\ \text{cm}^3(\text{STP}),$$

about 12 times as much as the same volume of this polymer. Let voids replace a fraction $v$ of the film's volume, taken from the polymer. Assume that they are spread evenly through the depth and fill in step with the polymer around them, and hold the steady flux fixed. The relative storage becomes

$$1-f-v+12.05\,v=0.75+11.05\,v .$$

For $v=0.01$ this is 0.86, and the lag factor rises from 6 to $8\times0.86=6.9$. For $v=0.25/11.05=0.023$ the storage equals that of the plain film, and then $\Lambda=R=8$. Your original rule would appear to be confirmed, but by a cancellation between glass that stores nothing and air that stores a great deal.

**Q:** How closely does the rest of this describe a real glass-flake coating?

**A:** The dimensions and transport values are meant to be in the right range for one, but they are rough and belong to no particular product. Real flakes are irregular plates of mixed sizes, somewhat tilted, and gas can pass them on all sides. If the flakes are spread evenly and arranged alike at every depth, that changes $R$ and $\Lambda$ together, nearly in proportion. Randomly placed flakes are alike from depth to depth only on average, and in a strip one flake wide such chance variations can shift $\Lambda/R$ by several per cent. The ribbons show how strongly arrangement alone can change $R$, from about 5 to 64, so the value 8 should not be read as a prediction for your coating. The ratio $\Lambda/R$ is much less sensitive to the sideways arrangement, as long as that is alike at every depth. If the ribbons were aligned in one half of the depth and fully staggered in the other, nearly all the concentration drop would fall in the staggered half, and $\Lambda/R$ would be about 0.46 to 0.47, depending on how the two halves join. The ratio also depends on how the flakes are spread through the depth. Suppose that the outer tenth of the film at each face has no flakes, while the mean fraction stays at 0.25. Nielsen's formula, applied locally, then gives $R=8.6$ and $\Lambda/R=0.57$ instead of 0.75. In a film whose flake content and arrangement are uniform through the depth, voids are the largest of the effects I estimated.

The others are smaller for these numbers. If the flake faces hold extra gas equal to that in 3 nm of polymer, an assumed figure, the face area of $2f/W=0.1$ per µm adds $0.1\times0.003/0.75=0.04$ % to the storage. With an assumed sorption affinity of 0.05 per atmosphere, the departure from linear sorption is about 1 % at this pressure.

**Q:** And temperature? My two films won't be measured on the same day.

**A:** If the activation energy of $D$ is 0.4 eV, again an assumed value, $D$ changes by 5.3 % per kelvin. A mismatch of 1 K between the plain and the filled film therefore shifts $\Lambda$ by about 5 %, and $R$ by a similar amount through $D$. If the lag and flux of each film come from the same run, this error cancels in $\Lambda/R$, because $\theta$ varies as $1/D$ and $J$ as $D$. A change of solubility with temperature does not cancel.

**Q:** Then the two measurements answer different questions. The flux tells me how much gets through. The lag, set against the flux, tells me how much the film can store.

**A:** Yes, for many layers, flakes spread evenly and arranged alike through the depth, and linear sorption. If the storage ratio then agrees with $1-f$ from the known flake content, you have some evidence that the coating holds few voids, although voids close to a face affect the lag less than those in the middle. If it doesn't, the lag alone will not give you a reliable permeability. Most of the computed values are in the numerical output below.

## Computed results

```
INPUTS (rough round values)
film thickness = 1.0 mm
polymer diffusivity D = 1.0e-08 cm2/s
polymer solubility S = 1.0e-03 cm3(STP)/(cm3 cmHg)
flake thickness = 5 um
flake width = 200 um
flake fraction f = 0.25, aspect ratio a = 40
temperature = 298.15 K, oxygen pressure = 16 cmHg
NIELSEN FILM
tau = 1 + a f/2 = 6.000
steady reduction factor = 8.000
lag factor from simulated release = 6.000
permeability: plain 0.1000, filled 0.0125 Barrer
time lag: plain 46.3, filled 277.8 h
filled time lag = 11.6 days
oxygen flux, plain = 1.382 cm3(STP)/(m2 day)
oxygen flux, filled = 0.173 cm3(STP)/(m2 day)
P wrongly inferred from lag factor = 0.0167 Barrer
its error = 33.3 %
lag wrongly inferred from flux = 370.4 h
flux at three lags / steady flux = 0.9856
three filled lags = 34.7 days
LITERAL TUBE OF LENGTH tau*l
steady reduction = 48.00
lag factor = 36.00
PATH COUNT, NARROW SLITS (separate test array)
shortest path / thickness = 13.500
1 + a f/2 for that array = 13.375
RESOLVED RIBBONS, same f and a, slit 50 um, layer pitch 16 um
number of layers = 62, thickness = 992 um
shift 0 um: reduction 4.83, lag factor 3.62, ratio 0.7499
  ratio predicted with faces 0.7500, endless stack 0.7503
shift 25 um: reduction 7.50, lag factor 5.60, ratio 0.7474
  ratio predicted with faces 0.7478, endless stack 0.7507
shift 60 um: reduction 31.77, lag factor 23.53, ratio 0.7407
  ratio predicted with faces 0.7409, endless stack 0.7503
shift 125 um: reduction 64.03, lag factor 47.31, ratio 0.7389
  ratio predicted with faces 0.7390, endless stack 0.7501
shift nearest to Nielsen's flux = 25 um
change of reduction on halving cells = -1.8 %
2 layers, shift 125 um: lag/reduction = 0.3142
10 layers, shift 125 um: lag/reduction = 0.6792
NEGLECTED EFFECTS
oxygen stored in void / in polymer = 12.05
lag factor with 1 % air voids, same flux = 6.884
assumed surface excess length = 3 nm
lag gain by adsorption on faces = 0.040 %
assumed activation energy of D = 0.4 eV
change of D per 1 K = 5.3 %
assumed sorption affinity = 0.05 1/atm
isotherm curvature, affinity*pressure = 1.05 %
time to fill half a flake width = 2.78 h
```
